# From Stoney sphere to cylinder: a stressed wafer far beyond bifurcation: a numerical check

```python
"""Large-deflection limit of a wafer bent by an equibiaxially stressed film.

Result under test: far beyond bifurcation the interior is a cylinder with
curvature M/D = (1+nu)*kS, where kS is the linear Stoney sphere curvature.
E, nu: wafer Young's modulus and Poisson ratio; h, R: thickness and radius;
D = E*h^3/(12*(1-nu^2)); M = film stress * film thickness * h/2.
Scaled curvature k = curvature*R^2/h; scaled load m = M*R^2/(D*h).
The nonlinear disc uses von Karman plate theory, free edges and shapes
symmetric about two perpendicular diameters. The strip is infinitely long.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.constants import g as gravity

# Rough typical example values, SI units
E, nu = 130e9, 0.28
R, h = 50e-3, 50e-6
film_h, film_stress = 1e-6, 300e6
density = 2300.0
beta = 12 * (1 - nu**2)
D = E * h**3 / beta
M = film_stress * film_h * h / 2
k_stoney = 6 * film_stress * film_h * (1 - nu) / (E * h**2)
k_cylinder = M / D
m_example = k_cylinder * R**2 / h


def plane_stress(young, poisson):
    return young / (1 - poisson**2) * np.array([[1, poisson], [poisson, 1]])


def laminate_curvature(tf, young_f, poisson_f, cylinder):
    """Minimize two-layer elastic energy; lengths in units of h, moduli of E."""
    stiffness = np.zeros((4, 4))
    force = np.zeros(4)
    nodes, weights = leggauss(3)
    layers = [(-0.5, 0.5, plane_stress(1.0, nu), 0.0),
              (0.5, 0.5 + tf, plane_stress(young_f, poisson_f),
               film_stress / E)]
    for low, high, modulus, stress in layers:
        for node, weight in zip(nodes, weights):
            z = (low + high) / 2 + (high - low) * node / 2
            wz = weight * (high - low) / 2
            strain = np.array([[1, 0, -z, 0], [0, 1, 0, -z]])
            stiffness += wz * strain.T @ modulus @ strain
            force += wz * stress * strain.T @ np.ones(2)
    keep = [0, 1, 2] if cylinder else [0, 1, 2, 3]
    solution = np.linalg.solve(stiffness[np.ix_(keep, keep)], -force[keep])
    return solution[2] / h


# A very thin film with different elastic constants must give the same limit
thin = 1e-5
thin_sphere = laminate_curvature(thin, 3.0, 0.4, False)
thin_cylinder = laminate_curvature(thin, 3.0, 0.4, True)
thin_stoney = 6 * film_stress * thin * h * (1 - nu) / (E * h**2)
assert abs(thin_sphere / thin_stoney - 1) < 1e-3
assert abs(thin_cylinder / thin_sphere - (1 + nu)) < 1e-3
finite_sphere = laminate_curvature(film_h / h, 1.0, nu, False)
finite_cylinder = laminate_curvature(film_h / h, 1.0, nu, True)

# Uniform-curvature model: direct minimization including twist
kc_scaled = 4 / np.sqrt(1 + nu)
m_critical = 2 * kc_scaled


def uniform_energy(c, load):
    kx, ky, kxy = c
    bending = (kx**2 + ky**2 + 2*nu*kx*ky + 2*(1-nu)*kxy**2) / 2
    return bending - load*(kx+ky) + beta*(kx*ky-kxy**2)**2/384


def uniform_minimum(load):
    starts = [(load, 0.1, 0.2), (load/2, load/3, -0.3)]
    runs = [minimize(uniform_energy, s, args=(load,), method="BFGS",
                     options={"gtol": 1e-5}) for s in starts]
    best = min(runs, key=lambda run: run.fun).x
    return np.linalg.eigvalsh([[best[0], best[2]], [best[2], best[1]]])


low_load = 0.5 * m_critical
sphere_root = brentq(lambda k: (1+nu)*k + beta*k**3/192 - low_load,
                     0, low_load)
assert np.allclose(uniform_minimum(low_load), sphere_root, atol=2e-3)
for factor in (1.5, 3.0):
    load = factor * m_critical
    root = np.sqrt(1 - 1/factor**2)
    predicted = load/2 * np.array([1-root, 1+root])
    assert np.allclose(uniform_minimum(load), predicted, atol=5e-3)


class Disc:
    """Polynomial energy minimization for a unit disc with free edges."""

    def __init__(self, shape_degree, airy_degree):
        s, ws = leggauss(22)
        s, ws = (s + 1) / 2, ws / 2
        nt = 22
        theta = (np.arange(nt) + 0.5) * np.pi / (2 * nt)
        x = np.outer(np.sqrt(s), np.cos(theta)).ravel()
        y = np.outer(np.sqrt(s), np.sin(theta)).ravel()
        weight = np.repeat(ws * np.pi / nt, nt)
        # The final point is the centre; it has no quadrature weight
        x, y = np.append(x, 0.0), np.append(y, 0.0)
        weight = np.append(weight, 0.0)
        maximum = max(shape_degree, airy_degree)
        px = {(n, d): Legendre.basis(n).deriv(d)(x) if d else
              Legendre.basis(n)(x) for n in range(0, maximum+1, 2)
              for d in range(3)}
        py = {(n, d): Legendre.basis(n).deriv(d)(y) if d else
              Legendre.basis(n)(y) for n in range(0, maximum+1, 2)
              for d in range(3)}

        def pairs(degree, first):
            return [(2*i, 2*(total-i))
                    for total in range(first, degree//2 + 1)
                    for i in range(total+1)]

        shape = pairs(shape_degree, 1)
        xx = np.array([px[i, 2]*py[j, 0] for i, j in shape]).T
        yy = np.array([px[i, 0]*py[j, 2] for i, j in shape]).T
        xy = np.array([px[i, 1]*py[j, 1] for i, j in shape]).T
        sw = np.sqrt(weight)[:, None]
        triangular = np.linalg.qr(np.vstack(
            [sw*xx, sw*yy, np.sqrt(2)*sw*xy]), mode="r")
        inverse = np.linalg.inv(triangular)
        self.xx, self.yy, self.xy = xx@inverse, yy@inverse, xy@inverse
        self.weight = weight
        r2 = x*x + y*y
        bubble = (1-r2)**2
        airy, lap = [], []
        for i, j in pairs(airy_degree, 0):
            p = px[i, 0]*py[j, 0]
            pxx_pyy = px[i, 2]*py[j, 0] + px[i, 0]*py[j, 2]
            radial = x*px[i, 1]*py[j, 0] + y*px[i, 0]*py[j, 1]
            airy.append(bubble*p)
            lap.append(bubble*pxx_pyy - 8*(1-r2)*radial + (16*r2-8)*p)
        airy, lap = np.array(airy).T, np.array(lap).T
        triangular = np.linalg.qr(sw*lap, mode="r")
        airy = airy @ np.linalg.inv(triangular)
        wxx, wyy, wxy = (weight[:, None]*v for v in
                         (self.xx, self.yy, self.xy))
        cross = self.xx.T @ wyy
        self.bending = (self.xx.T@wxx + self.yy.T@wyy
                        + nu*(cross+cross.T) + 2*(1-nu)*self.xy.T@wxy)
        self.mean_x = weight @ self.xx
        self.mean_y = weight @ self.yy
        self.load_vector = self.mean_x + self.mean_y
        product = self.xx[:, :, None]*self.yy[:, None, :]
        gaussian = (product + product.transpose(0, 2, 1))/2
        gaussian -= self.xy[:, :, None]*self.xy[:, None, :]
        size = len(shape)
        self.tensor = ((airy*weight[:, None]).T
                       @ gaussian.reshape(len(x), -1)).reshape(-1, size, size)

    def uniform(self, kx, ky):
        return kx*self.mean_x + ky*self.mean_y

    def stretching(self, a):
        q = (self.tensor@a)@a
        return beta*(q@q)/2

    def energy(self, a, load):
        return a@self.bending@a/2 - load*self.load_vector@a + self.stretching(a)

    def derivatives(self, a, load):
        ta = self.tensor@a
        q = ta@a
        gradient = self.bending@a - load*self.load_vector + 2*beta*(q@ta)
        hessian = (self.bending + 2*beta*np.tensordot(q, self.tensor, axes=1)
                   + 4*beta*ta.T@ta)
        return gradient, (hessian+hessian.T)/2

    def minimum(self, a, load):
        for _ in range(400):
            gradient, hessian = self.derivatives(a, load)
            if np.linalg.norm(gradient) < 1e-7*load:
                break
            values, vectors = np.linalg.eigh(hessian)
            safe = np.maximum(np.abs(values), 1e-3)
            step = -vectors @ ((vectors.T@gradient)/safe)
            old, scale = self.energy(a, load), 1.0
            while (self.energy(a+scale*step, load) > old + 1e-12*abs(old)
                   and scale > 1e-8):
                scale /= 2
            a = a + scale*step
        gradient, hessian = self.derivatives(a, load)
        assert np.linalg.norm(gradient) < 1e-5*load
        assert np.linalg.eigvalsh(hessian)[0] > 0
        return a

    def axisymmetric(self, a, load):
        for _ in range(30):
            gradient, hessian = self.derivatives(a, load)
            if np.linalg.norm(gradient) < 1e-9*load:
                break
            a = a - np.linalg.solve(hessian, gradient)
        gradient, hessian = self.derivatives(a, load)
        assert np.linalg.norm(gradient) < 1e-7*load
        return a, np.linalg.eigvalsh(hessian)[0]


small_disc, disc = Disc(16, 20), Disc(20, 24)
trial = disc.uniform(3.0, 1.7)
closed_stretching = np.pi*beta*(3.0*1.7)**2/384
assert abs(disc.stretching(trial)/closed_stretching - 1) < 1e-8

# Stability loss of the actual, nonuniform axisymmetric solution
branch = np.zeros(len(small_disc.load_vector))
old_load, old_eigenvalue, actual_critical = 0.0, None, None
for load in np.arange(0.25, 16.01, 0.25):
    branch, eigenvalue = small_disc.axisymmetric(branch, load)
    assert abs((small_disc.mean_x-small_disc.mean_y)@branch) < 1e-4*load
    if eigenvalue < 0:
        actual_critical = old_load + (load-old_load)*old_eigenvalue/(
            old_eigenvalue-eigenvalue)
        break
    old_load, old_eigenvalue = load, eigenvalue
assert actual_critical is not None
assert 0.5 < actual_critical/m_critical < 1.5

# Follow the cylindrical branch with two basis sizes
loads = [15.0, 30.0, 60.0, 120.0, m_example]
results = []
for model in (small_disc, disc):
    a, previous, rows = model.uniform(loads[0], 0.0), loads[0], []
    for load in loads:
        a = model.minimum(a*load/previous, load)
        previous = load
        rows.append((model.xx[-1]@a/load, model.yy[-1]@a/load,
                     model.mean_x@a/(np.pi*load)))
    results.append(np.array(rows))
basis_change = abs(results[1][-1, 0]-results[0][-1, 0])
assert basis_change < 5e-3
disc_rows = results[1]
for load, row in zip(loads[2:], disc_rows[2:]):
    layer_ratio = 1/((beta/4)**0.25*np.sqrt(load))
    assert abs(row[0]-1) < layer_ratio
    assert abs(row[2]-1) < layer_ratio
assert abs(disc_rows[-1, 0]-1) < abs(disc_rows[0, 0]-1)
assert abs(disc_rows[-1, 1]) < 0.03

# Strip energy minimized without using the edge-layer solution
nodes, weights = leggauss(70)
polynomials = [Legendre.basis(n) for n in range(0, 51, 2)]
f = np.array([p(nodes) for p in polynomials])
f2 = np.array([p.deriv(2)(nodes) for p in polynomials])
ff = (f*weights)@f.T/2
bb = (f2*weights)@f2.T/2
edge = f2@weights/2


def strip_energy(k, load):
    matrix = bb + beta*k*k*ff
    scale = 1/np.sqrt(np.diag(matrix))
    vector = scale*edge
    response = vector@np.linalg.solve(
        matrix*scale[:, None]*scale[None, :], vector)
    return k*k/2 - load*k - (load-nu*k)**2*response/2


strip_load = 1000.0
strip_k = minimize_scalar(strip_energy, args=(strip_load,), method="bounded",
                          bounds=(800, 1100), options={"xatol": 1e-5}).x
strip_lambda = (beta*strip_k**2/4)**0.25
mismatch = strip_load-nu*strip_k
balance = (strip_k-strip_load + nu*mismatch/strip_lambda
           + mismatch**2/(4*strip_k*strip_lambda))/strip_load
assert abs(balance) < 3e-5
edge_coefficient = (1-nu)*(1+3*nu)/4
strip_coefficient = (1-strip_k/strip_load)*strip_lambda
assert abs(strip_coefficient/edge_coefficient-1) < 0.05

# Rough cubic constants in GPa; plane stress on a (001) wafer
c11, c12, c44 = 170.0, 64.0, 80.0
q11, q12 = c11-c12**2/c11, c12-c12**2/c11
angles = np.linspace(0, np.pi/4, 91)
c2, s2 = np.cos(angles)**2, np.sin(angles)**2
directional_q = q11*(c2**2+s2**2) + (2*q12+4*c44)*c2*s2
anisotropic_factor = (q11+q12)/directional_q
assert np.argmax(anisotropic_factor) == 0

root = np.sqrt(1-(m_critical/m_example)**2)
uniform_large = k_cylinder*(1+root)/2
uniform_small = k_cylinder*(1-root)/2
lam = (E*h*k_cylinder**2/(4*D))**0.25
gravity_moment = density*gravity*h*R**2/2
bending_stress = E*h*k_cylinder/(2*(1-nu**2))


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Young's modulus (rough)", E/1e9, "GPa")
show("Poisson ratio (rough)", nu)
show("Wafer radius", R*1e3, "mm")
show("Wafer thickness", h*1e6, "um")
show("Film thickness", film_h*1e6, "um")
show("Film stress", film_stress/1e6, "MPa")
show("Bending stiffness D", D*1e3, "mN m")
show("Film moment M per width", M*1e3, "mN")
show("Stoney sphere curvature", k_stoney, "1/m")
show("Limiting cylinder curvature", k_cylinder, "1/m")
show("Cylinder/Stoney ratio", k_cylinder/k_stoney)
show("Stoney sphere radius", 1e3/k_stoney, "mm")
show("Limiting cylinder radius", 1e3/k_cylinder, "mm")
show("Stoney edge deflection, parabolic", k_stoney*R**2*500, "mm")
show("Cylinder edge deflection, parabolic", k_cylinder*R**2*500, "mm")
show("Scaled example load m", m_example)
show("Uniform-model critical m", m_critical)
show("Nonuniform disc critical m", actual_critical)
show("Uniform-model critical curvature", kc_scaled*h/R**2, "1/m")
show("Uniform-model critical film stress",
     film_stress*m_critical/m_example/1e6, "MPa")
show("Nonuniform disc critical film stress",
     film_stress*actual_critical/m_example/1e6, "MPa")
show("Example load / uniform critical load", m_example/m_critical)
show("Uniform-model larger curvature", uniform_large, "1/m")
show("Uniform-model smaller curvature", uniform_small, "1/m")
print("Disc: m; centre kx/(M/D); centre ky/(M/D); area-mean kx/(M/D)")
for load, row in zip(loads, disc_rows):
    print(f"  {load:.2f}; {row[0]:.5f}; {row[1]:.5f}; {row[2]:.5f}")
show("Disc centre curvature in example", disc_rows[-1, 0]*k_cylinder, "1/m")
show("Disc centre curvature / Stoney", disc_rows[-1, 0]*(1+nu))
show("Change of centre ratio with basis", basis_change, digits=2)
show("Edge-layer width 1/lambda", 1e3/lam, "mm")
show("lambda R", lam*R)
show("Strip estimate of k/(M/D)", 1-edge_coefficient/(lam*R))
show("Strip test load m", strip_load)
show("Strip numerical k/(M/D)", strip_k/strip_load)
show("Strip numerical edge coefficient", strip_coefficient)
show("Strip leading edge coefficient", edge_coefficient)
show("Finite-film sphere / Stoney", finite_sphere/k_stoney)
show("Finite-film cylinder / thin-film cylinder", finite_cylinder/k_cylinder)
show("Gravity moment / film moment", gravity_moment/M)
show("Edge slope estimate", k_cylinder*R, "rad")
show("Wafer surface bending stress", bending_stress/1e6, "MPa")
show("Rough cubic C11", c11, "GPa")
show("Rough cubic C12", c12, "GPa")
show("Rough cubic C44", c44, "GPa")
show("Cubic factor, curvature along <100>", anisotropic_factor[0])
show("Cubic factor, curvature along <110>", anisotropic_factor[-1])
print("PASS")
```

Printed output:

```
Young's modulus (rough): 130 GPa
Poisson ratio (rough): 0.28
Wafer radius: 50 mm
Wafer thickness: 50 um
Film thickness: 1 um
Film stress: 300 MPa
Bending stiffness D: 1.4694 mN m
Film moment M per width: 7.5 mN
Stoney sphere curvature: 3.9877 1/m
Limiting cylinder curvature: 5.1042 1/m
Cylinder/Stoney ratio: 1.28
Stoney sphere radius: 250.77 mm
Limiting cylinder radius: 195.92 mm
Stoney edge deflection, parabolic: 4.9846 mm
Cylinder edge deflection, parabolic: 6.3803 mm
Scaled example load m: 255.21
Uniform-model critical m: 7.0711
Nonuniform disc critical m: 7.3441
Uniform-model critical curvature: 0.070711 1/m
Uniform-model critical film stress: 8.312 MPa
Nonuniform disc critical film stress: 8.6329 MPa
Example load / uniform critical load: 36.092
Uniform-model larger curvature: 5.1033 1/m
Uniform-model smaller curvature: 0.00097976 1/m
Disc: m; centre kx/(M/D); centre ky/(M/D); area-mean kx/(M/D)
  15.00; 0.78973; -0.02338; 0.89356
  30.00; 0.88523; -0.01175; 0.94119
  60.00; 0.94574; -0.00529; 0.96150
  120.00; 0.97764; -0.00063; 0.97518
  255.21; 0.98562; 0.00021; 0.98413
Disc centre curvature in example: 5.0308 1/m
Disc centre curvature / Stoney: 1.2616
Change of centre ratio with basis: 0.00028
Edge-layer width 1/lambda: 2.4272 mm
lambda R: 20.6
Strip estimate of k/(M/D): 0.98392
Strip test load m: 1000
Strip numerical k/(M/D): 0.99178
Strip numerical edge coefficient: 0.33375
Strip leading edge coefficient: 0.3312
Finite-film sphere / Stoney: 0.94232
Finite-film cylinder / thin-film cylinder: 0.94232
Gravity moment / film moment: 0.18796
Edge slope estimate: 0.25521 rad
Wafer surface bending stress: 18 MPa
Rough cubic C11: 170 GPa
Rough cubic C12: 64 GPa
Rough cubic C44: 80 GPa
Cubic factor, curvature along <100>: 1.2735
Cubic factor, curvature along <110>: 1.0746
PASS
```
